# Do density and paramagnetic current determine the scalar and vector potentials?: test program

```python
# RESULT UNDER TEST: density n and paramagnetic current j_p do not fix (v, A).
# With v_b = v_0 - b^2 rho^2/4 the Hamiltonian is H_b = H_0 + b (L_z + 2 S_z),
# so one ground state serves a whole interval of uniform fields b.
# Rydberg units: hbar = 1, m = 1/2, e^2 = 2; b = e B/hbar in 1/a0^2;
# a = (b/2) z x r; kinetic energy (p + a)^2; spin coupling 2 b S_z.
# Model: two electrons, v_0 = omega^2 r^2/4, repulsion 2/r12, omega = 0.5 Ry.
# Triplet state: Psi = (x12 - i y12)(1 + r12/4) exp(-(r1^2 + r2^2)/8).
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.special import spherical_in

omega = 0.5
field_a, field_b = 0.2, 0.4
a0 = const.physical_constants["Bohr radius"][0]
tesla = const.hbar / (const.e * a0**2)
alpha = const.fine_structure

# --- complete two-electron Hamiltonian applied to Psi, from its definition ---
X = sp.symbols("x1 y1 z1 x2 y2 z2", real=True)
bs = sp.symbols("b", real=True)
r12 = sp.sqrt(sum((X[i] - X[i + 3])**2 for i in range(3)))
psi = ((X[0] - X[3]) - sp.I * (X[1] - X[4])) * (1 + r12 / 4) \
    * sp.exp(-sum(q**2 for q in X) / 8)
h_psi = 2 / r12 * psi
for k in (0, 3):
    x, y, z = X[k:k + 3]
    for q, a_q in ((x, -bs * y / 2), (y, bs * x / 2), (z, sp.Integer(0))):
        once = -sp.I * sp.diff(psi, q) + a_q * psi
        h_psi += -sp.I * sp.diff(once, q) + a_q * once
    h_psi += ((x**2 + y**2 + z**2) / 16 - bs**2 * (x**2 + y**2) / 4) * psi
h_fun = sp.lambdify((*X, bs), h_psi, "numpy")
psi_fun = sp.lambdify(X, psi, "numpy")
rng = np.random.default_rng(4)
max_residual = 0.0
for b in (0.0, field_a, field_b):
    for _ in range(6):
        pt = rng.normal(size=6) * 1.5
        local_energy = h_fun(*pt, b) / psi_fun(*pt)
        max_residual = max(max_residual, abs(local_energy - (2.5 - b)))
assert max_residual < 1e-8

# --- radial levels of relative motion: 2p^2 + omega^2 r^2/8 + 2/r ---
def chebyshev(n):
    t = np.cos(np.pi * np.arange(n + 1) / n)
    c = np.ones(n + 1)
    c[0] = c[-1] = 2
    c *= (-1.0)**np.arange(n + 1)
    d = np.outer(c, 1 / c) / (t[:, None] - t[None, :] + np.eye(n + 1))
    return t, d - np.diag(d.sum(axis=1))

t, d = chebyshev(90)
r_max = 32.0
rr = (r_max * (t + 1) / 2)[1:-1]
d2 = ((d @ d) * (2 / r_max)**2)[1:-1, 1:-1]
levels = []
for l in range(13):
    pot = 2 * l * (l + 1) / rr**2 + omega**2 * rr**2 / 8 + 2 / rr
    levels.append(np.sort(np.linalg.eigvals(-2 * d2 + np.diag(pot)).real)[:2])
levels = np.array(levels)
rel = levels[:, 0]
assert abs(rel[1] + 1.5 * omega - 2.5) < 1e-6

def interval(l0, g):
    """Fields b >= 0 where relative state l0 (m = -l0) is lowest."""
    slope = lambda l: l + g * (l % 2)
    low, high = 0.0, omega       # centre-of-mass excitation crosses at omega
    for l in range(13):
        ds = slope(l) - slope(l0)
        if ds > 0:
            high = min(high, (rel[l] - rel[l0]) / ds)
        elif ds < 0:
            low = max(low, (rel[l0] - rel[l]) / (-ds))
    for l in (13, 14):           # repulsion >= 0 bounds all higher l
        bound = (omega * (l + 1.5) - rel[l0]) / (slope(l) - slope(l0))
        assert bound > high
    return low, high

b_low, b_high = interval(1, 2)
singlet_high = interval(0, 2)[1]
singlet_orbital = interval(0, 0)[1]
assert b_low < field_a < field_b < b_high < omega
assert abs(singlet_high - b_low) < 1e-9

# --- relative motion in a Cartesian basis, no axial symmetry assumed ---
shell = 13
states = [(i, j, k) for i in range(shell + 2) for j in range(shell + 2 - i)
          for k in range(shell + 2 - i - j)]
states.sort(key=sum)
index = {s: i for i, s in enumerate(states)}
size = len(states)
keep = sum(1 for s in states if sum(s) <= shell)
length = np.sqrt(4 / omega)
pos, mom = [], []
for axis in range(3):
    low_op = np.zeros((size, size))
    for s, i in index.items():
        if s[axis] > 0:
            lower = list(s)
            lower[axis] -= 1
            low_op[index[tuple(lower)], i] = np.sqrt(s[axis])
    pos.append(length * (low_op + low_op.T) / np.sqrt(2))
    mom.append(-1j * (low_op - low_op.T) / np.sqrt(2) / length)
sq = [q @ q for q in pos]
pz2 = mom[2] @ mom[2]
ns = np.array(states[:keep])
gh_x, gh_w = np.polynomial.hermite.hermgauss(24)
gl_x, gl_w = np.polynomial.legendre.leggauss(24)
inv_r = np.zeros((keep, keep))
for s, w in zip((gl_x + 1) / 2, gl_w / 2):   # Gaussian integral for 1/r
    q = gh_x * np.sqrt(1 - s * s)
    h = [np.full_like(q, np.pi**-0.25)]
    h.append(np.sqrt(2) * q * h[0])
    for n in range(1, shell):
        h.append(np.sqrt(2 / (n + 1)) * q * h[n]
                 - np.sqrt(n / (n + 1)) * h[n - 1])
    h = np.array(h)
    g1 = (h * gh_w) @ h.T
    term = np.ones((keep, keep))
    for axis in range(3):
        term *= g1[np.ix_(ns[:, axis], ns[:, axis])]
    inv_r += w * 2 / np.sqrt(np.pi) * term / length
parity = ns.sum(axis=1) % 2

def cartesian(b, b_comp, repulsion=2.0):
    """Lowest energies and vector for even and odd parity, orbital part."""
    vx = mom[0] - b / 4 * pos[1]
    vy = mom[1] + b / 4 * pos[0]
    ham = 2 * (vx @ vx + vy @ vy + pz2) + omega**2 / 8 * sum(sq) \
        - b_comp**2 / 8 * (sq[0] + sq[1])
    ham = ham[:keep, :keep] + repulsion * inv_r
    out = []
    for par in (0, 1):
        sel = np.where(parity == par)[0]
        e, v = np.linalg.eigh(ham[np.ix_(sel, sel)])
        out.append((e[0], v[:, 0]))
    return out

reference = cartesian(field_a, field_a)
min_overlap = 1.0
for b in (field_a, 0.3, field_b):
    even, odd = cartesian(b, b)
    assert odd[0] - 2 * b < even[0]
    assert abs(odd[0] - (rel[1] - b)) < 2e-3      # finite-basis error
    min_overlap = min(min_overlap, abs(np.vdot(reference[1][1], odd[1])))
assert min_overlap > 1 - 1e-8
even, odd = cartesian(0.5 * b_low, 0.5 * b_low)
assert even[0] < odd[0] - b_low                   # below: singlet is lowest
assert abs(even[0] - rel[0]) < 1e-2               # cusp converges slowly
above = 0.47
overlap_above = abs(np.vdot(reference[1][1], cartesian(above, above)[1][1]))
assert b_high < above < omega and overlap_above < 1e-6
# without repulsion the spectrum equals that of the centre of mass
free_even, free_odd = cartesian(0.3, 0.3, 0.0)
assert abs(free_odd[0] - free_even[0] - (omega - 0.3)) < 1e-9

# --- guaranteed interval from gap and confinement bound ---
b_mid = 0.3
spectrum = []
for l in range(13):
    for e in levels[l]:
        for m in range(-l, l + 1):
            for ms in ((-1, 0, 1) if l % 2 else (0,)):
                spectrum.append(e + 1.5 * omega + b_mid * (m + 2 * ms))
spectrum = np.sort(spectrum)
e_mid = spectrum[0]
assert abs(e_mid - (2.5 - 3 * b_mid)) < 1e-6
gap = min(spectrum[1] - spectrum[0], omega - b_mid)
kappa, c_bound = omega - b_mid, -omega
half_width = kappa * gap / (gap + c_bound + e_mid + 3 * kappa)
assert half_width > 0
assert b_low < b_mid - half_width and b_mid + half_width < b_high

# --- density n = n0 + n2 sin^2(theta) and angular-momentum density ---
gx, gw = np.polynomial.legendre.leggauss(160)
s, sw = 14 * (gx + 1), 14 * gw
norm = (2 * np.pi)**1.5 * 8 * np.pi / 3 \
    * np.sum(sw * s**4 * (1 + s / 4)**2 * np.exp(-s**2 / 8))

def profiles(r):
    r = np.atleast_1d(r)[:, None]
    arg = r * s / 2
    weight = sw * s**2 * (1 + s / 4)**2 * np.exp(-r**2 / 2 - s**2 / 4)
    weight = weight * 4 * np.pi * 2 / norm
    i1, i2 = spherical_in(1, arg), spherical_in(2, arg)
    return (np.sum(weight * s**2 * 2 * i1 / arg, axis=1),
            np.sum(weight * s**2 * i2, axis=1),
            -np.sum(weight * r * s * i1, axis=1))

r, rw = 7 * (gx + 1), 7 * gw
n0, n2, torque = profiles(r)
sphere = 4 * np.pi * rw
electrons = np.sum(sphere * r**2 * (n0 + 2 / 3 * n2))
l_z = np.sum(sphere * r**2 * 2 / 3 * torque)
rho2 = np.sum(sphere * r**4 * (2 / 3 * n0 + 8 / 15 * n2))
para = np.sum(sphere / r * 2 / 3 * torque)
dia = np.sum(sphere * r * (2 / 3 * n0 + 8 / 15 * n2))
assert abs(electrons - 2) < 1e-7 and abs(l_z + 1) < 1e-7

# local values against direct quadrature over the second electron
rho_pt = 2.0
p0, p2, pt_torque = (v[0] for v in profiles(rho_pt))
n_pt = p0 + p2
jp_pt = 2 * pt_torque / rho_pt
hx, hw = np.polynomial.hermite.hermgauss(40)
g2 = np.meshgrid(2 * hx, 2 * hx, 2 * hx, indexing="ij")
w3 = 8 * hw[:, None, None] * hw[None, :, None] * hw[None, None, :]
w3 = w3 * np.exp(sum(q**2 for q in g2) / 4)
step = 1e-4
centre = psi_fun(rho_pt, 0.0, 0.0, *g2)
slope_y = (psi_fun(rho_pt, step, 0.0, *g2)
           - psi_fun(rho_pt, -step, 0.0, *g2)) / (2 * step)
n_direct = 2 / norm * np.sum(w3 * abs(centre)**2)
jp_direct = 4 / norm * np.sum(w3 * (centre.conj() * slope_y).imag)
assert abs(n_direct / n_pt - 1) < 2e-3            # kink at r12 = 0
assert abs(jp_direct / jp_pt - 1) < 2e-3

# kinetic angular momentum = dE/db at fixed scalar potential (orbital part)
kinetic = {b: l_z + b / 2 * rho2 for b in (field_a, field_b)}
db = 1e-3
for b in kinetic:
    slope_rel = (cartesian(b + db, b)[1][0]
                 - cartesian(b - db, b)[1][0]) / (2 * db)
    slope_cm = b / omega                          # b <R_perp^2>, Gaussian
    assert abs(slope_rel + slope_cm - kinetic[b]) < 5e-3

# orbital induced field at the centre, scaled form against SI Biot-Savart
induced = {}
for b in kinetic:
    total = para + b / 2 * dia
    induced[b] = -alpha**2 * total * tesla
    si = -const.mu_0 * const.e * const.hbar / (4 * np.pi * const.m_e * a0**3)
    assert abs(si * total / induced[b] - 1) < 1e-6

# --- free hydrogen atom: compensated field has no ground-state interval ---
def circular_energy(n):
    rg = np.linspace(0.02, 4, 40001)[1:] * n**2
    log_u = n * np.log(rg) - rg / n
    u2 = np.exp(2 * (log_u - log_u.max()))
    dens = (n / rg - 1 / n)**2 + n * (n - 1) / rg**2 - 2 / rg
    return np.sum(u2 * dens) / np.sum(u2)

crossing = {}
for b in (0.1, 0.01):
    n = 2
    while circular_energy(n) - b * (n - 1) >= -1:
        n += 1
    crossing[b] = n
    assert -1 / n**2 - b * (n - 1) < -1
    assert -1 / (n - 1)**2 - b * (n - 2) >= -1

print(f"Trap frequency omega: {omega:.3f} Ry")
print(f"Field unit (b = 1/a0^2): {tesla:.5e} T")
print(f"Largest residual of H Psi = E Psi: {max_residual:.1e} Ry")
print(f"Singlet energy at b = 0: {rel[0] + 1.5 * omega:.6f} Ry")
print(f"Triplet energy at b = 0: {rel[1] + 1.5 * omega:.6f} Ry")
print(f"Lowest relative l = 3 state, total energy at b = 0: "
      f"{rel[3] + 1.5 * omega:.6f} Ry")
print(f"Triplet interval, lower limit: {b_low:.6f} 1/a0^2")
print(f"Triplet interval, upper limit: {b_high:.6f} 1/a0^2")
print(f"Triplet interval: {b_low * tesla:.4e} to {b_high * tesla:.4e} T")
print(f"Singlet limit |b| with spin coupling: {singlet_high:.6f} 1/a0^2")
print(f"Singlet limit |b| without spin coupling: "
      f"{singlet_orbital:.6f} 1/a0^2")
print(f"Smallest overlap of ground states inside (minus 1): "
      f"{min_overlap - 1:.1e}")
print(f"Overlap with lowest triplet at b = {above}: {overlap_above:.1e}")
print(f"Base field for guaranteed interval: {b_mid:.3f} 1/a0^2")
print(f"Ground energy at base field: {e_mid:.6f} Ry")
print(f"Gap at base field: {gap:.6f} Ry")
print(f"Confinement constant kappa at base field: {kappa:.3f} Ry")
print(f"Confinement constant C at base field: {c_bound:.3f} Ry")
print(f"Guaranteed half-width: {half_width:.6f} 1/a0^2")
print(f"Electron number from density: {electrons:.8f}")
print(f"Canonical L_z from j_p: {l_z:.8f} hbar")
print(f"Sum of <rho^2>: {rho2:.6f} a0^2")
print(f"Density at rho = {rho_pt}, z = 0: {n_pt:.6e} 1/a0^3")
print(f"j_p (azimuthal) there: {jp_pt:.6e} Ry/(hbar a0^2)")
print(f"Same by direct quadrature: n = {n_direct:.6e} 1/a0^3, "
      f"j_p = {jp_direct:.6e} Ry/(hbar a0^2)")
print(f"Axial curvature coefficient of v (z^2): {omega**2 / 4:.5f} Ry/a0^2")
for b in kinetic:
    print(f"b = {b}: field {b * tesla:.4e} T")
    print(f"  triplet total energy: {2.5 - 3 * b:.4f} Ry")
    print(f"  coefficient of rho^2 in v: {(omega**2 - b**2) / 4:.5f} Ry/a0^2")
    print(f"  physical current at the point: "
          f"{jp_pt + n_pt * b * rho_pt:.6e} Ry/(hbar a0^2)")
    print(f"  kinetic angular momentum: {kinetic[b]:.6f} hbar")
    print(f"  induced orbital field at centre: {induced[b]:.5f} T")
print(f"<sum l_z/r^3>: {para:.6f} hbar/a0^3")
print(f"<sum rho^2/r^3>: {dia:.6f} 1/a0")
print(f"Common paramagnetic part of induced field: "
      f"{-alpha**2 * para * tesla:.5f} T")
for b, n in crossing.items():
    print(f"Hydrogen, b = {b} 1/a0^2: first circular state below 1s, n = {n}")
print("ALL CHECKS PASSED")
```

It prints:

```
Trap frequency omega: 0.500 Ry
Field unit (b = 1/a0^2): 2.35052e+05 T
Largest residual of H Psi = E Psi: 8.9e-16 Ry
Singlet energy at b = 0: 2.178524 Ry
Triplet energy at b = 0: 2.500000 Ry
Lowest relative l = 3 state, total energy at b = 0: 3.356697 Ry
Triplet interval, lower limit: 0.107159 1/a0^2
Triplet interval, upper limit: 0.428348 1/a0^2
Triplet interval: 2.5188e+04 to 1.0068e+05 T
Singlet limit |b| with spin coupling: 0.107159 1/a0^2
Singlet limit |b| without spin coupling: 0.321476 1/a0^2
Smallest overlap of ground states inside (minus 1): -1.1e-15
Overlap with lowest triplet at b = 0.47: 4.8e-16
Base field for guaranteed interval: 0.300 1/a0^2
Ground energy at base field: 1.600000 Ry
Gap at base field: 0.200000 Ry
Confinement constant kappa at base field: 0.200 Ry
Confinement constant C at base field: -0.500 Ry
Guaranteed half-width: 0.021053 1/a0^2
Electron number from density: 2.00000000
Canonical L_z from j_p: -1.00000000 hbar
Sum of <rho^2>: 13.691372 a0^2
Density at rho = 2.0, z = 0: 1.478268e-02 1/a0^3
j_p (azimuthal) there: -6.906404e-03 Ry/(hbar a0^2)
Same by direct quadrature: n = 1.478268e-02 1/a0^3, j_p = -6.906398e-03 Ry/(hbar a0^2)
Axial curvature coefficient of v (z^2): 0.06250 Ry/a0^2
b = 0.2: field 4.7010e+04 T
  triplet total energy: 1.9000 Ry
  coefficient of rho^2 in v: 0.05250 Ry/a0^2
  physical current at the point: -9.933327e-04 Ry/(hbar a0^2)
  kinetic angular momentum: 0.369137 hbar
  induced orbital field at centre: 0.18990 T
b = 0.4: field 9.4021e+04 T
  triplet total energy: 1.3000 Ry
  coefficient of rho^2 in v: 0.02250 Ry/a0^2
  physical current at the point: 4.919739e-03 Ry/(hbar a0^2)
  kinetic angular momentum: 1.738274 hbar
  induced orbital field at centre: -0.60085 T
<sum l_z/r^3>: -0.078346 hbar/a0^3
<sum rho^2/r^3>: 0.631750 1/a0
Common paramagnetic part of induced field: 0.98065 T
Hydrogen, b = 0.1 1/a0^2: first circular state below 1s, n = 11
Hydrogen, b = 0.01 1/a0^2: first circular state below 1s, n = 101
ALL CHECKS PASSED
```
